# Compressibility sum rule for the static exchange-correlation kernel of jellium, part 1

(Sections cited here and not found follow in the second part.)

For the paramagnetic uniform electron gas at zero temperature, the static exchange-correlation kernel tends at long wavelength to the second density derivative of the exchange-correlation energy per unit volume,

$$\lim_{q\to0} f_{xc}(q,\omega=0)=\frac{d^2\,[\,n\,\varepsilon_{xc}(n)\,]}{dn^2},$$

and this is equivalent to a statement about the compressibility $\kappa$ of the gas relative to the compressibility $\kappa_0$ of free electrons at the same density,

$$\frac{\kappa_0}{\kappa}=1+N_0 f_{xc}(0)=1-\frac{\alpha r_s}{\pi}+\frac{\alpha^2r_s^3}{6}\left(r_s\,\varepsilon_c''-2\,\varepsilon_c'\right),$$

where primes are derivatives with respect to $r_s$. With the PW92 correlation energy the right side vanishes at $r_s^*=5.25$ bohr. It is $1/\kappa$ that passes through zero there, so $\kappa$ changes sign through a pole, from $+\infty$ on the dense side to $-\infty$ on the dilute side. Besides the regularity of the uniform ground state assumed below, the derivation rests on one hypothesis that is not proved here for the fully interacting gas, the locality of the energy of a neutral, slowly modulated gas. It is verified below, at second order in the modulation amplitude, exactly for the noninteracting kinetic energy and at first order in $e^2$ for the interaction.

Rydberg atomic units are used: lengths in bohr, energies in Ry, $\hbar^2/2m=1$ and $e^2=2$. A free electron has energy $k^2$. Because $\nabla^2(1/r)=-4\pi\delta(\mathbf r)$, the repulsion $2/r$ has the Fourier transform $v(q)=8\pi/q^2$. The density is $n=3/(4\pi r_s^3)$. Two spin states filling a sphere of radius $k_F$ give $n=2\cdot\frac{4\pi}{3}k_F^3/(2\pi)^3=k_F^3/3\pi^2$, so $k_F^3r_s^3=9\pi/4$ and $k_F=1/(\alpha r_s)$ with $\alpha=(4/9\pi)^{1/3}=0.521062$. The Fermi energy is $E_F=k_F^2$ and the density of states at the Fermi level is $N_0=dn/dE_F=(k_F^2/\pi^2)/(2k_F)=k_F/2\pi^2=3n/2E_F$. The ground-state energy per electron of the gas on its neutralising background is $\varepsilon=t_s+\varepsilon_x+\varepsilon_c$, with $t_s=\frac35k_F^2$ the mean of $k^2$ over the Fermi sphere, $\varepsilon_x$ the exchange energy of the plane-wave determinant, and $\varepsilon_c$ everything else, including the kinetic energy of correlation. The system sits in a periodic box of volume $\Omega$, the limit $\Omega\to\infty$ is taken before $q\to0$, and $\int_k$ means $\int d^3k/(2\pi)^3$.

The kernel is defined through second functional derivatives. Let $F[n]=\min_{\Psi\to n}\langle\Psi|\hat T+\hat W|\Psi\rangle$ be the smallest kinetic plus interaction energy of any state with density $n(\mathbf r)$. The ground-state density in a potential $v_{ext}$ minimises $F[n]+\int v_{ext}n$ at fixed particle number, so

$$\frac{\delta F}{\delta n(\mathbf r)}+v_{ext}(\mathbf r)=\mu .$$

Assume that the uniform fluid is a nondegenerate ground state and that $F$ is twice differentiable along weak modulations of it. A small change $\delta v_{ext}$ produces $\delta n$, and the condition must hold before and after. With $K(\mathbf r-\mathbf r')=\delta^2F/\delta n(\mathbf r)\delta n(\mathbf r')$, which depends only on the difference because the reference state is uniform,

$$\int d^3r'\,K(\mathbf r-\mathbf r')\,\delta n(\mathbf r')+\delta v_{ext}(\mathbf r)=\delta\mu .$$

The constant $\delta\mu$ has no Fourier component at $q\neq0$, and the convolution becomes a product: $K(q)\,\delta n_q=-\delta v_{ext,q}$. The static response function is $\chi(q)=\delta n_q/\delta v_{ext,q}$, hence $K(q)=-1/\chi(q)$. Both densities are ground-state densities, so $\chi$ is the $\omega=0$ response at fixed $q$; this is where the order of limits enters. Repeating the argument without $\hat W$ replaces $F$ by the noninteracting kinetic functional $T_s$ and $\chi$ by the free response $\chi_0$, so the second derivative of $T_s$ is $-1/\chi_0(q)$. The Hartree energy $E_H[n]=\frac12\iint n(\mathbf r)\,n(\mathbf r')\,2/|\mathbf r-\mathbf r'|$ is quadratic in $n$ and its second derivative is $v(q)$. The definition $F=T_s+E_H+E_{xc}$, with $f_{xc}=\delta^2E_{xc}/\delta n\,\delta n$, then gives

$$-\frac1{\chi(q)}=-\frac1{\chi_0(q)}+v(q)+f_{xc}(q),\qquad\text{that is}\qquad \chi=\frac{\chi_0}{1-(v+f_{xc})\chi_0}.$$

The term $v(q)$ diverges as $q\to0$, and it is removed by working with $G[n]=F[n]-E_H[n]=T_s[n]+E_{xc}[n]$. Take $n(\mathbf r)=n+A\cos qz$. The first-order change of $G$ vanishes, because $\delta G/\delta n$ is a constant in the uniform gas and $\int\cos qz=0$. In the second-order change, the kernel acting on $\cos qz$ returns $\cos qz$ times its Fourier component, and $\int\cos^2qz=\Omega/2$, so

$$\frac{\Delta G}{\Omega}=\frac12\cdot\frac{A^2}{2}\left[-\frac1{\chi_0(q)}+f_{xc}(q)\right]=\frac{A^2}{4}\left[-\frac1{\chi_0(q)}+f_{xc}(q)\right].$$

$G$ has a direct meaning. Put the electrons on a positive background of density $n_b(\mathbf r)$. With $w=2/|\mathbf r-\mathbf r'|$, the total Coulomb energy in a state of density $n$ is $\langle\hat W\rangle-\iint n\,w\,n_b+\frac12\iint n_b\,w\,n_b$, and adding and subtracting $E_H[n]$ turns this into

$$\langle\hat W\rangle-E_H[n]+\tfrac12\iint (n-n_b)\,w\,(n-n_b).$$

If the background is shaped to follow the electrons, $n_b=n$, the last term vanishes and the total energy is $\langle\hat T+\hat W\rangle-E_H[n]$. Its minimum over states of density $n$ is $G[n]$. So $G[n]$ is the lowest energy of a system that is neutral on average at every point, and for constant $n$ it equals $\Omega\,n\,\varepsilon(n)$.

The hypothesis of locality is that when the modulation wavelength $2\pi/q$ grows without bound,

$$G[n]\;\to\;\int d^3r\;n(\mathbf r)\,\varepsilon\big(n(\mathbf r)\big),$$

and that the approach is uniform for small $A$, so that the coefficient of $A^2$ on the left tends to the coefficient of $A^2$ on the right. The reason for expecting it is this. Divide space into cells much larger than $1/k_F$ and much smaller than the wavelength. Each cell is a neutral piece of nearly uniform gas, no cell exerts a mean electric field on another, and the energy of neutral jellium is extensive, so the cells contribute their bulk energies up to boundary terms. This is an argument and not a proof, since it does not bound the coupling between density fluctuations in different cells under the constraint. Granting it, expand $u(n)=n\varepsilon(n)$ about the mean density: $u(n+\delta n)=u+u'\delta n+\frac12u''\delta n^2+\dots$ The linear term averages to zero and the quadratic one gives $\frac12u''A^2/2$. Comparing with the exact second-order expression,

$$\lim_{q\to0}\left[-\frac1{\chi_0(q)}+f_{xc}(q)\right]=\frac{d^2(n\varepsilon)}{dn^2}.$$

It remains to remove the kinetic part, which requires $\chi_0$. Let the perturbation be $\delta v_qe^{iqz}+\text{c.c.}$ First-order perturbation theory mixes the plane wave $\mathbf k$ with $\mathbf k+\mathbf q$, amplitude $\delta v_q/(E_{\mathbf k}-E_{\mathbf k+\mathbf q})$, and with $\mathbf k-\mathbf q$, amplitude $\delta v_q^*/(E_{\mathbf k}-E_{\mathbf k-\mathbf q})$. In the squared modulus of the orbital, the coefficient of $e^{iqz}$ is the first amplitude plus the complex conjugate of the second. Summing with occupations $n_{\mathbf k}=\theta(k_F-k)$ and two spins,

$$\chi_0=2\int_k n_{\mathbf k}\left[\frac1{E_{\mathbf k}-E_{\mathbf k+\mathbf q}}+\frac1{E_{\mathbf k}-E_{\mathbf k-\mathbf q}}\right].$$

Shift $\mathbf k\to\mathbf k-\mathbf q/2$ in the first term and $\mathbf k\to\mathbf k+\mathbf q/2$ in the second, and define

$$g_{\mathbf k}=n_{\mathbf k-\mathbf q/2}-n_{\mathbf k+\mathbf q/2},\qquad \Delta_{\mathbf k}=(\mathbf k+\mathbf q/2)^2-(\mathbf k-\mathbf q/2)^2=2\,\mathbf k\cdot\mathbf q .$$

The first term becomes $-n_{\mathbf k-\mathbf q/2}/\Delta_{\mathbf k}$ and the second $+n_{\mathbf k+\mathbf q/2}/\Delta_{\mathbf k}$, so $\chi_0=-2\int_k g_{\mathbf k}/\Delta_{\mathbf k}$. Measure momenta in units of $k_F$ and use cylindrical coordinates, $z=k_z$ and $s=k_x^2+k_y^2$, for which $d^3k=\frac12\,dz\,ds\,d\phi$. With $x=q/2$, for $z>0$ the function $g$ equals $+1$ where $\mathbf k$ is inside the sphere centred at $+\mathbf q/2$ and outside the one centred at $-\mathbf q/2$, that is for $a(z)<s<b(z)$ with

$$a(z)=\max\{0,\,1-(z+x)^2\},\qquad b(z)=\max\{0,\,1-(z-x)^2\},$$

and zero elsewhere. For $z<0$ it is the mirror image with value $-1$. Since $\Delta=2qz$ is also odd in $z$, the two halves contribute equally:

$$\chi_0=-2\cdot\frac{\pi}{8\pi^3}\cdot2\int_0^{1+x}dz\,\frac{b-a}{2qz}=-\frac1{2\pi^2}\int_0^{1+x}dz\,\frac{b-a}{4xz}.$$

Take $x<1$. For $z<1-x$ both $a$ and $b$ are positive and $b-a=4xz$, so the integrand is $1$, the zero of $\Delta$ at $z=0$ is harmless, and this range gives $1-x$. For $1-x<z<1+x$, $a=0$ and $b/z=(1-x^2)/z+2x-z$, whose integral is $(1-x^2)\ln\frac{1+x}{1-x}+4x^2-2x$. Dividing by $4x$, adding $1-x$, and restoring one power of $k_F$ (three from $d^3k$, minus two from $\Delta$) gives the Lindhard function,

$$\chi_0(q)=-N_0L(x),\qquad L(x)=\frac12+\frac{1-x^2}{4x}\ln\frac{1+x}{1-x},\qquad x=\frac{q}{2k_F}.$$

The series $\ln\frac{1+x}{1-x}=2(x+x^3/3+x^5/5+\dots)$ gives $L=\frac12+\frac12(1-x^2)(1+x^2/3+x^4/5+\dots)=1-x^2/3-x^4/15-\dots$, and inverting, $1/L=1+x^2/3+(\frac19+\frac1{15})x^4+\dots=1+x^2/3+8x^4/45+\dots$ Thus $-1/\chi_0\to1/N_0$. On the thermodynamic side, $nt_s\propto n^{5/3}$, so $d(nt_s)/dn=\frac53t_s=k_F^2$, and since $k_F^2\propto n^{2/3}$,

$$\frac{d^2(nt_s)}{dn^2}=\frac{2k_F^2}{3n}=\frac{2\pi^2}{k_F}=\frac1{N_0}.$$

The two agree, so locality at second order holds exactly for $T_s$, with a relative correction $q^2/12k_F^2$. Numerical quadrature of the $z$ integral gives $-N_0/\chi_0=1.000834$, $1.003351$ and $1.007591$ at $q/k_F=0.1$, $0.2$, $0.3$, and its extrapolation to $q=0$, $-k_F/\chi_0=19.73921$ Ry bohr$^2$, is tested against a finite-difference second derivative of $nt_s$ to a relative $10^{-6}$. Subtracting $1/N_0$ from both sides of the limit above leaves $f_{xc}(0)=d^2(n\varepsilon_{xc})/dn^2$, which is the sum rule.

The link to the compressibility is thermodynamic, and needs a convention. The background is compressed together with the electrons, so that the system stays neutral, and it is given no energy of its own beyond its Coulomb energy, already counted in $\varepsilon$. Then $E=N\varepsilon(N/\Omega)$, and since $\partial n/\partial\Omega=-n/\Omega$ at fixed $N$,

$$P=-\frac{\partial E}{\partial\Omega}=n^2\frac{d\varepsilon}{dn},\qquad B\equiv\frac1\kappa=-\Omega\frac{\partial P}{\partial\Omega}=n\frac{dP}{dn}=n^2\left(2\frac{d\varepsilon}{dn}+n\frac{d^2\varepsilon}{dn^2}\right)=n^2\frac{d^2(n\varepsilon)}{dn^2}.$$

For free electrons $B_0=1/\kappa_0=n^2/N_0=\frac23nE_F$. Dividing,

$$\frac{\kappa_0}{\kappa}=N_0\frac{d^2(n\varepsilon)}{dn^2}=1+N_0\frac{d^2(n\varepsilon_{xc})}{dn^2}=1+N_0f_{xc}(0).$$

A slow neutral modulation is a sequence of compressed and dilated regions, and its energy cost is the bulk modulus; the sum rule says that the response function knows this. It also says that the local density approximation, whose kernel is the constant $d^2(n\varepsilon_{xc})/dn^2$ at every $q$, has the exact static kernel of the uniform gas at $q\to0$, and makes no such promise at finite $q$.

The exchange part is evaluated in closed form. The exchange energy per volume of the plane-wave determinant is $-\frac12$ times two spins times the double integral over occupied states, $n\varepsilon_x=-\int_k\int_{k'}n_{\mathbf k}n_{\mathbf k'}\,8\pi/|\mathbf k-\mathbf k'|^2$. With $c$ the cosine of the angle between $\mathbf k$ and $\mathbf k'$,

$$2\pi\int_{-1}^1\frac{dc}{k^2+k'^2-2kk'c}=\frac{2\pi}{2kk'}\ln\frac{(k+k')^2}{(k-k')^2}=\frac{2\pi}{kk'}\ln\left|\frac{k+k'}{k-k'}\right|,$$

and the remaining solid angle gives $4\pi$. The radial integral is symmetric in $k,k'$, so it is twice the part with $k'=tk<k$:

$$\int_0^{k_F}\!\!dk\int_0^{k_F}\!\!dk'\,kk'\ln\left|\frac{k+k'}{k-k'}\right|=2\int_0^{k_F}k^3dk\int_0^1t\ln\frac{1+t}{1-t}\,dt=\frac{k_F^4}{2}\cdot1 .$$

The $t$ integral equals $\sum_{j\ge0}2/[(2j+1)(2j+3)]=\sum_j[1/(2j+1)-1/(2j+3)]=1$, a telescoping sum. Therefore $n\varepsilon_x=-\frac{8\pi\cdot4\pi\cdot2\pi}{64\pi^6}\cdot\frac{k_F^4}{2}=-k_F^4/2\pi^3$, and dividing by $n=k_F^3/3\pi^2$,

$$\varepsilon_x=-\frac{3k_F}{2\pi}=-0.477465\,k_F .$$

Because $n\varepsilon_x\propto n^{4/3}$, its second derivative is $\frac43\cdot\frac13\,\varepsilon_x/n$:

$$f_x(0)=\frac49\left(-\frac{3k_F}{2\pi}\right)\frac{3\pi^2}{k_F^3}=-\frac{2\pi}{k_F^2},\qquad N_0f_x(0)=-\frac1{\pi k_F}=-\frac{\alpha r_s}{\pi}.$$

In terms of the static local field factor defined by $f_{xc}=-v\,\mathcal G$, this reads $\mathcal G_x(q)\to q^2/4k_F^2$. With exchange alone, $\kappa_0/\kappa=1-\alpha r_s/\pi$ is linear in $r_s$ and vanishes at $r_s=\pi/\alpha=6.0292$ bohr.

The correlation energy is known as a function of $r_s$. From $r_s\propto n^{-1/3}$ follows $n\,d/dn=-(r_s/3)\,d/dr_s$. For any $\varepsilon(r_s)$, with primes for $d/dr_s$,

$$\frac{d(n\varepsilon)}{dn}=\varepsilon-\frac{r_s}{3}\varepsilon',\qquad n\frac{d^2(n\varepsilon)}{dn^2}=-\frac{r_s}{3}\left(\varepsilon'-\frac13\varepsilon'-\frac{r_s}{3}\varepsilon''\right)=\frac{r_s}{9}\left(r_s\varepsilon''-2\varepsilon'\right).$$

Multiplying by $N_0/n=3/2k_F^2=\frac32\alpha^2r_s^2$ gives $N_0f_c(0)=\frac{\alpha^2r_s^3}{6}(r_s\varepsilon_c''-2\varepsilon_c')$, which completes the formula stated at the start. The prefactor is $r_s/6E_F$ and carries the unit bohr/Ry. As $r_s\to0$ both interaction terms vanish and $\kappa\to\kappa_0$. Wherever $\varepsilon_c$ rises with $r_s$ and is concave, the correlation term is negative and pulls the zero below $\pi/\alpha$.

The locality hypothesis can be put to a test that does not assume it, by computing $f_{xc}(q)$ from many-body perturbation theory at first order in $e^2$ and comparing with $-2\pi/k_F^2$. Expanding the Dyson equation, $\chi=\chi_0+\chi_0v\chi_0+\chi_0f_x\chi_0+O(e^4)$, where $f_x(q)$ is the first-order part of the kernel. So if $\Pi_1$ is the first-order response other than the Hartree term, $f_x(q)=\Pi_1/\chi_0^2$. To find $\Pi_1$, consider the exact equation of motion of the one-body density matrix $\rho$ of one spin. The interaction enters it as $e^2$ times the two-body density matrix. At first order the latter is needed only at zeroth order, where the state is a determinant and the two-body matrix factorises into antisymmetrised products of $\rho$. The equation then closes as $i\,\partial_t\rho=[h,\rho]$ with the Hartree–Fock Hamiltonian $h$, whose exchange part is $h_x(\mathbf k_1,\mathbf k_2)=-\int_p v(p)\,\rho(\mathbf k_1-\mathbf p,\mathbf k_2-\mathbf p)$. The unperturbed occupations need no correction at this order, because the first-order change of the uniform ground state consists of two-particle two-hole states, which a one-body operator does not connect to the determinant.

In the static case $[h,\rho]=0$. Linearise, and take the matrix element between $\mathbf k+\mathbf q/2$ and $\mathbf k-\mathbf q/2$, written $\delta\rho_{\mathbf k}$ and $\delta h_{\mathbf k}$. The commutator of the unperturbed $h$ with $\delta\rho$ gives $(E_+-E_-)\,\delta\rho_{\mathbf k}$ and that of $\delta h$ with the unperturbed $\rho$ gives $\delta h_{\mathbf k}\,(n_--n_+)=g_{\mathbf k}\,\delta h_{\mathbf k}$, so

$$\delta\rho_{\mathbf k}=-\frac{g_{\mathbf k}\,\delta h_{\mathbf k}}{E_+-E_-},\qquad \delta n_q=2\int_k\delta\rho_{\mathbf k}.$$

At zeroth order $\delta\rho_{\mathbf k}=-g_{\mathbf k}\,\delta v_q/\Delta_{\mathbf k}$, which reproduces $\chi_0$. Exchange enters in two places. The single-particle energies are $E_{\mathbf k}=k^2-\int_{k''}v(\mathbf k-\mathbf k'')n_{\mathbf k''}$. Setting $\mathbf k''=\mathbf k'\pm\mathbf q/2$ in $E_\pm$ makes the argument of $v$ equal to $\mathbf k-\mathbf k'$ in both, and

$$E_+-E_-=\Delta_{\mathbf k}+\int_{k'}v(\mathbf k-\mathbf k')\,g_{\mathbf k'} .$$

Expanding the denominator changes $\delta\rho_{\mathbf k}/\delta v_q$ by $+(g_{\mathbf k}/\Delta_{\mathbf k}^2)\int_{k'}v\,g_{\mathbf k'}$; this is the self-energy term. The induced exchange field is $\delta h_{\mathbf k}\supset-\int_{k'}v(\mathbf k-\mathbf k')\,\delta\rho_{\mathbf k'}=+\delta v_q\int_{k'}v\,g_{\mathbf k'}/\Delta_{\mathbf k'}$, which changes $\delta\rho_{\mathbf k}/\delta v_q$ by $-(g_{\mathbf k}/\Delta_{\mathbf k})\int_{k'}v\,g_{\mathbf k'}/\Delta_{\mathbf k'}$; this is the vertex term. Adding them, with the spin factor,

$$\Pi_1=2\int_k\int_{k'}v\,g\,g'\left[\frac1{\Delta^2}-\frac1{\Delta\Delta'}\right]=\int_k\int_{k'}v(\mathbf k-\mathbf k')\,g_{\mathbf k}g_{\mathbf k'}\left(\frac1{\Delta_{\mathbf k}}-\frac1{\Delta_{\mathbf k'}}\right)^2,$$

where the second form follows by replacing $2/\Delta^2$ with $1/\Delta^2+1/\Delta'^2$, allowed because the rest of the integrand is symmetric in $\mathbf k\leftrightarrow\mathbf k'$. The square vanishes at $\mathbf k=\mathbf k'$, where $v$ is singular. On a thin shell at the Fermi surface each of the two terms alone would contain the logarithmically divergent angular integral of $1/(1-\cos\theta)$; their sum does not.

Granting the locality hypothesis, the sum rule and its compressibility form have been derived, with locality verified exactly for the noninteracting kinetic energy at second order in the modulation amplitude. It remains to evaluate $\Pi_1$ and compare the resulting exchange kernel with $-2\pi/k_F^2$, and then to work out the numerical values and the meaning of the sign change in $\kappa$.
